**Floating sheath drop in a 3 eV argon plasma**

The program tests V_s = (Te/2) ln[M/(2πm)], with Te in eV, V_s in volts, and M and m the ion and electron masses. It asserts that this formula agrees with a flux balance found by velocity-distribution quadrature and root finding; both print 14.037 V. Numerical presheath and Poisson solutions are checked against the derived ion-flow relations and the sheath's first integral. The directed edge energy is 1.50 eV, which gives an ion impact energy of 15.54 eV in the cold-ion model. Further assertions check the emission and rf shifts, the edge speeds used for the ion-collision and warm-ion shifts, and the edge density of the truncated electron distribution. For the chosen parameters, a cooled electron tail lowers the drop by 2.88 V and electron emission lowers it by 1.36 V, so the 14 V result depends on a Maxwellian tail and a non-emitting wall.

## Program and output

```python
"""
Result under test: the sheath drop at a floating (insulating) wall is
    V_s = (Te/2) ln( M / (2 pi m) ),   Te in eV, V_s in volts,
about 14 V for argon at Te = 3 eV, not counting the presheath.
M: ion mass, m: electron mass, n_s: plasma density at the sheath edge,
u_B = sqrt(Te/M): Bohm speed, eta = (potential drop)/Te,
Debye length: sqrt(eps0 Te / (n_s e)) with Te in volts.
Electron distributions are isotropic functions of kinetic energy in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, i0

e, m, eps0, kB = const.e, const.m_e, const.epsilon_0, const.k

# Inputs: argon mass, and rough values for a low-pressure deposition plasma
argon_mass_u = 39.948
Te = 3.0                 # eV
n_s = 3.0e16             # m^-3
pressure_mTorr = 5.0
gas_T = 400.0            # K
ion_cross_section = 1.0e-18   # m^2, rough
M = argon_mass_u * const.atomic_mass - m

# Derived formulas
u_B = np.sqrt(e * Te / M)
vbar = np.sqrt(8 * e * Te / (np.pi * m))
V_s = 0.5 * Te * np.log(M / (2 * np.pi * m))
eta_w = V_s / Te
ion_flux = n_s * u_B


# ---- Independent road: integrals over the electron distribution ----
def maxwell(energy):
    return np.exp(-energy / Te)


def density_integral(f):
    """Integral of sqrt(E) f(E) dE, with E = w^2."""
    return quad(lambda w: 2 * w * w * f(w * w), 0, 12, limit=300)[0]


def electron_flux(f, barrier):
    """Flux over a planar barrier (volts), for edge density n_s."""
    part = quad(lambda k: k * f(barrier + k), 0, 100, limit=300)[0]
    density = 4 * np.pi * (e / m) * np.sqrt(2 * e / m) * density_integral(f)
    return n_s * np.pi * 2 * (e / m) ** 2 * part / density


def screening_temperature(f):
    """n / |dn/dV| at the sheath edge, in eV; it sets the Bohm speed."""
    slope = quad(lambda w: 2 * f(w * w), 0, 12, limit=300)[0]
    return 2 * density_integral(f) / slope


def floating_drop(f, flux_ratio=1.0):
    """Drop at which electron flux = flux_ratio * ion flux."""
    ions = n_s * np.sqrt(e * screening_temperature(f) / M)
    return brentq(lambda V: np.log(electron_flux(f, V) / (flux_ratio * ions)),
                  0.5, 40.0, xtol=1e-10)


for barrier in (0.0, 5.0, V_s):
    formula = n_s * vbar / 4 * np.exp(-barrier / Te)
    assert abs(electron_flux(maxwell, barrier) / formula - 1) < 1e-6
V_numeric = floating_drop(maxwell)
assert abs(V_numeric - V_s) < 1e-5
assert abs(V_s - 14.0) < 0.5
# Stability: too small a drop collects electrons, too large a drop ions
assert electron_flux(maxwell, 0.9 * V_s) > ion_flux
assert electron_flux(maxwell, 1.1 * V_s) < ion_flux
# Mean kinetic energy of electrons arriving at the wall is 2 Te
wall_energy = (quad(lambda k: k * k * maxwell(V_s + k), 0, 100)[0]
               / quad(lambda k: k * maxwell(V_s + k), 0, 100)[0])
assert abs(wall_energy - 2 * Te) < 1e-5


# ---- Ion speed: lower bound from the sheath ----
def charge_integral(eta, mach):
    return quad(lambda s: 1 / np.sqrt(1 + 2 * s / mach**2) - np.exp(-s),
                0, eta, epsabs=1e-13)[0]


def first_integral(eta):
    return np.sqrt(1 + 2 * eta) - 1 + np.exp(-eta) - 1


assert charge_integral(0.05, 0.9) < 0      # no real field: no sheath
for mach in (1.0, 1.1):
    assert all(charge_integral(s, mach) > 0
               for s in np.linspace(0.05, eta_w, 40))


# ---- Ion speed: upper bound from the quasineutral presheath ----
# density in central density, speed in u_B, length in u_B/ionization rate
def presheath(x, y):
    n, u = y
    return np.linalg.solve([[u, n], [1.0, n * u]], [n, -u * n])


x_end = 0.5705
flow = solve_ivp(presheath, (0, x_end), [1.0, 0.0], rtol=1e-9, atol=1e-11)
assert flow.success
n_end, u_end = flow.y[:, -1]
assert 0.97 < u_end < 1.0
assert abs(2 * np.arctan(u_end) - u_end - x_end) < 1e-6
assert abs(n_end * (1 + u_end**2) - 1) < 1e-6

# ---- Sheath profile from Poisson's equation, length in Debye lengths ----
eta_start = 0.1


def reach_wall(x, y):
    return y[0] - eta_w


reach_wall.terminal = True
profile = solve_ivp(
    lambda x, y: [y[1], 1 / np.sqrt(1 + 2 * y[0]) - np.exp(-y[0])],
    (0, 100), [eta_start, np.sqrt(2 * charge_integral(eta_start, 1.0))],
    events=reach_wall, rtol=1e-9, atol=1e-11)
assert len(profile.t_events[0]) == 1
thickness_debye = profile.t_events[0][0]
wall_slope = profile.y_events[0][0][1]
assert abs(wall_slope / np.sqrt(2 * first_integral(eta_w)) - 1) < 1e-6
thickness_check = quad(lambda s: 1 / np.sqrt(2 * first_integral(s)),
                       eta_start, eta_w)[0]
assert abs(thickness_debye / thickness_check - 1) < 1e-5

debye = np.sqrt(eps0 * Te / (n_s * e))
thickness = thickness_debye * debye
wall_field = wall_slope * Te / debye
surface_charge = eps0 * wall_field
ion_current = e * ion_flux

# ---- Neglected effect: electron tail cooled by inelastic collisions ----
bulk_threshold = 11.5            # eV, rough first excitation of argon
edge_threshold = bulk_threshold - Te / 2
T_tail = 2.0                     # eV, rough


def cooled_tail(energy):
    low = min(energy, edge_threshold)
    return np.exp(-low / Te - (energy - low) / T_tail)


V_tail = floating_drop(cooled_tail)
T_screen = screening_temperature(cooled_tail)
assert V_tail < V_s

# ---- Neglected effect: emission by electron and ion impact ----
delta, gamma = 0.3, 0.1          # rough yields
flux_ratio = (1 + gamma) / (1 - delta)
shift_emission = -Te * np.log(flux_ratio)
assert abs(floating_drop(maxwell, flux_ratio) - V_s - shift_emission) < 1e-5

# ---- Neglected effect: residual rf voltage across the sheath ----
V_rf = 3.0                       # V, amplitude
shift_rf = Te * np.log(i0(V_rf / Te))
phases = 2 * np.pi * np.arange(32) / 32
mean_flux = np.mean([electron_flux(maxwell, V_s + shift_rf
                                  - V_rf * np.cos(p)) for p in phases])
assert abs(mean_flux / ion_flux - 1) < 1e-5

# ---- Neglected effect: ion collisions ----
gas_density = pressure_mTorr * 1e-3 * const.torr / (kB * gas_T)
ion_path = 1 / (gas_density * ion_cross_section)
ratio = debye / ion_path
shift_collisions = 0.5 * Te * np.log(1 + ratio)
# Ion moving with drag in the edge field: densities must separate slowly
step = 1e-5
speed_sq0 = 1 / (1 + ratio)
speed_sq = 1 / ratio + (speed_sq0 - 1 / ratio) * np.exp(-2 * step * ratio)
separation = (np.sqrt(speed_sq0 / speed_sq) - np.exp(-step)) / step
assert abs(separation) < 0.05 * ratio

# ---- Neglected effect: warm ions ----
Ti = kB * gas_T / e
shift_warm = -0.5 * Te * np.log(1 + 3 * Ti / Te)
drift, half_width = np.sqrt(1 + 3 * Ti / Te), np.sqrt(3 * Ti / Te)
inverse_square = quad(lambda v: v**-2, drift - half_width,
                      drift + half_width)[0] / (2 * half_width)
assert abs(inverse_square - 1) < 1e-9      # marginal kinetic Bohm condition


# ---- Neglected effect: fast electrons that do not return ----
def truncated_density(eta):
    return np.exp(-eta) * (1 + erf(np.sqrt(eta_w - eta))) / 2


N_edge = truncated_density(0.0)
N_quad = quad(lambda v: np.exp(-v * v) / np.sqrt(np.pi),
              -np.sqrt(eta_w), 10)[0]
assert abs(N_edge - N_quad) < 1e-8
h = 1e-4
N_slope = (truncated_density(-h) - truncated_density(h)) / (2 * h)
shift_truncated = Te * (-np.log(N_edge) - 0.5 * np.log(N_edge / N_slope))

# ---- Film: worst case, full drop across a thin film ----
film_nm = 10.0
film_field = V_s / (film_nm * 1e-9) / 1e8   # MV/cm

print(f"Electron temperature: {Te:.1f} eV")
print(f"Argon atomic mass: {argon_mass_u:.3f} u")
print(f"Ion/electron mass ratio M/m: {M/m:.0f}")
print(f"M/(2 pi m): {M/(2*np.pi*m):.0f}")
print(f"ln[M/(2 pi m)]: {np.log(M/(2*np.pi*m)):.4f}")
print(f"Sheath-edge density: {n_s*1e-6:.1e} cm^-3")
print(f"Bohm speed: {u_B*1e2:.3e} cm/s")
print(f"Mean electron speed: {vbar*1e2:.3e} cm/s")
print(f"Flux ratio electron/ion at zero drop: {vbar/(4*u_B):.1f}")
print(f"Ion flux: {ion_flux*1e-4:.3e} cm^-2 s^-1")
print(f"Ion current density: {ion_current*0.1:.3f} mA/cm2")
print(f"Sheath drop over Te: {eta_w:.4f}")
print(f"Sheath drop, formula: {V_s:.3f} V")
print(f"Sheath drop, quadrature and root: {V_numeric:.3f} V")
print(f"Directed ion energy at edge: {0.5*M*u_B**2/e:.2f} eV")
print(f"Ion impact energy: {V_s+0.5*M*u_B**2/e:.2f} eV")
print(f"Mean electron energy at wall: {wall_energy:.2f} eV")
print(f"Presheath test, end speed: {u_end:.4f} u_B")
print(f"Debye length: {debye*1e3:.4f} mm")
print(f"Thickness cutoff, drop from edge: {eta_start*Te:.2f} V")
print(f"Sheath thickness: {thickness_debye:.2f} Debye lengths")
print(f"Sheath thickness: {thickness*1e3:.3f} mm")
print(f"Field at wall: {wall_field*1e-8:.2e} MV/cm")
print(f"Surface charge magnitude: {surface_charge*1e2:.2e} uC/cm2")
print(f"Charge / ion current: {surface_charge/ion_current*1e9:.1f} ns")
print(f"Tail: bulk threshold {bulk_threshold:.1f} eV")
print(f"Tail: threshold at edge {edge_threshold:.1f} eV")
print(f"Tail: temperature {T_tail:.1f} eV")
print(f"Tail: screening temperature {T_screen:.3f} eV")
print(f"Tail: sheath drop {V_tail:.2f} V")
print(f"Tail: shift of drop {V_tail-V_s:+.2f} V")
print(f"Emission yields: electron {delta:.1f}, ion {gamma:.1f}")
print(f"Emission: shift of drop {shift_emission:+.2f} V")
print(f"Rf amplitude: {V_rf:.1f} V")
print(f"Rf: shift of mean drop {shift_rf:+.2f} V")
print(f"Gas: {pressure_mTorr:.1f} mTorr at {gas_T:.0f} K")
print(f"Ion collision cross section: {ion_cross_section*1e4:.1e} cm2")
print(f"Ion mean free path: {ion_path*1e3:.2f} mm")
print(f"Sheath thickness / mean free path: {thickness/ion_path:.3f}")
print(f"Ion collisions: shift of drop {shift_collisions:+.3f} V")
print(f"Ion temperature: {Ti:.4f} eV")
print(f"Warm ions: shift of drop {shift_warm:+.3f} V")
print(f"Truncated electrons: shift of drop {shift_truncated:+.4f} V")
print(f"Film thickness: {film_nm:.0f} nm")
print(f"Film field, full drop across it: {film_field:.1f} MV/cm")
print("all good")
```

Printed output:

```
Electron temperature: 3.0 eV
Argon atomic mass: 39.948 u
Ion/electron mass ratio M/m: 72820
M/(2 pi m): 11590
ln[M/(2 pi m)]: 9.3579
Sheath-edge density: 3.0e+10 cm^-3
Bohm speed: 2.692e+05 cm/s
Mean electron speed: 1.159e+08 cm/s
Flux ratio electron/ion at zero drop: 107.7
Ion flux: 8.075e+15 cm^-2 s^-1
Ion current density: 1.294 mA/cm2
Sheath drop over Te: 4.6789
Sheath drop, formula: 14.037 V
Sheath drop, quadrature and root: 14.037 V
Directed ion energy at edge: 1.50 eV
Ion impact energy: 15.54 eV
Mean electron energy at wall: 6.00 eV
Presheath test, end speed: 0.9758 u_B
Debye length: 0.0743 mm
Thickness cutoff, drop from edge: 0.30 V
Sheath thickness: 10.46 Debye lengths
Sheath thickness: 0.778 mm
Field at wall: 6.32e-04 MV/cm
Surface charge magnitude: 5.60e-05 uC/cm2
Charge / ion current: 43.3 ns
Tail: bulk threshold 11.5 eV
Tail: threshold at edge 10.0 eV
Tail: temperature 2.0 eV
Tail: screening temperature 2.919 eV
Tail: sheath drop 11.16 V
Tail: shift of drop -2.88 V
Emission yields: electron 0.3, ion 0.1
Emission: shift of drop -1.36 V
Rf amplitude: 3.0 V
Rf: shift of mean drop +0.71 V
Gas: 5.0 mTorr at 400 K
Ion collision cross section: 1.0e-14 cm2
Ion mean free path: 8.28 mm
Sheath thickness / mean free path: 0.094
Ion collisions: shift of drop +0.013 V
Ion temperature: 0.0345 eV
Warm ions: shift of drop -0.051 V
Truncated electrons: shift of drop +0.0052 V
Film thickness: 10 nm
Film field, full drop across it: 14.0 MV/cm
all good
```
